# Dipole decay of an atom in broadband squeezed vacuum: verification in Python

```python
# Result under test: a two-level atom damped by broadband squeezed vacuum has
# dipole quadratures decaying at Gamma*(N + 1/2 + |M|) and Gamma*(N + 1/2 - |M|);
# the second is below the vacuum value Gamma/2 only if |M| > N.
# Gamma: spontaneous rate (unit of rate below); N = <b^dag b>, M = <b b> of the
# field modes; s = |g><e|; sigma_x = s + s^dag, sigma_y = i(s - s^dag).
# Interaction: H = i sqrt(Gamma) (b^dag s - s^dag b).
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

s = np.array([[0, 0], [1, 0]], complex)          # basis order: e, g
sd = s.conj().T
PAULI = [np.eye(2, dtype=complex), s + sd, 1j * (s - sd), sd @ s - s @ sd]
CUT = 60                                         # Fock states of a field mode
b = np.diag(np.sqrt(np.arange(1, CUT)), 1).astype(complex)
bd = b.conj().T


def field_state(r, thermal=0.0, phase=0.0):
    """Squeezed (thermal) state, rotated so that <b b> has the given phase."""
    weights = (thermal / (1 + thermal)) ** np.arange(CUT)
    weights = weights / weights.sum()
    squeeze = expm(0.5 * r * (bd @ bd - b @ b))
    turn = np.diag(np.exp(0.5j * phase * np.arange(CUT)))
    v = turn @ squeeze
    return v @ np.diag(weights) @ v.conj().T


def moments(state):
    return np.trace(state @ bd @ b).real, np.trace(state @ b @ b)


def bloch_matrix(linear_map):
    """Matrix of a map on density operators, acting on (1, sx, sy, sz)."""
    images = [linear_map(p) for p in PAULI]
    return np.array([[0.5 * np.trace(p @ im).real for im in images]
                     for p in PAULI])


def collision(state, tau, rate=1.0):
    """Exact unitary meeting with one fresh field mode, field traced out."""
    u = expm(np.sqrt(rate * tau) * (np.kron(s, bd) - np.kron(sd, b)))

    def channel(rho):
        out = u @ np.kron(rho, state) @ u.conj().T
        return np.einsum('ikjk->ij', out.reshape(2, CUT, 2, CUT))
    return bloch_matrix(channel)


def generator_from_steps(step, tau=1e-3):
    """Limit of (map - 1)/tau for tau -> 0, first-order error removed."""
    one = np.eye(4)
    return 2 * (step(tau / 2) - one) / (tau / 2) - (step(tau) - one) / tau


def dissipator(c, rho):
    cd = c.conj().T
    return c @ rho @ cd - 0.5 * (cd @ c @ rho + rho @ cd @ c)


def master_generator(n, m, delta=0.0):
    """Bloch generator of the derived master equation, Gamma = 1."""
    def rhs(rho):
        h = delta * sd @ s
        return (-1j * (h @ rho - rho @ h) + (n + 1) * dissipator(s, rho)
                + n * dissipator(sd, rho)
                - m * sd @ rho @ sd - np.conj(m) * s @ rho @ s)
    return bloch_matrix(rhs)


# ---- worked example: ideal squeezing -------------------------------------
N = 0.25
M = np.sqrt(N * (N + 1))
r = np.arcsinh(np.sqrt(N))
fast, slow = N + 0.5 + M, N + 0.5 - M
ideal = field_state(r)
n_num, m_num = moments(ideal)
assert abs(n_num - N) < 1e-9 and abs(m_num - M) < 1e-9
G = generator_from_steps(lambda t: collision(ideal, t))
assert np.allclose(G, master_generator(N, M), atol=1e-4)
assert abs(G[1, 1] + fast) < 1e-4 and abs(G[2, 2] + slow) < 1e-4
assert abs(G[3, 3] + 2 * N + 1) < 1e-4 and abs(G[3, 0] + 1) < 1e-4
assert np.allclose([-G[1, 1], -G[2, 2]],
                   [0.5 * np.exp(2 * r), 0.5 * np.exp(-2 * r)], atol=1e-4)
assert abs(G[1, 1] * G[2, 2] - 0.25) < 1e-3      # product for ideal squeezing

# ordinary vacuum
vacuum = field_state(0.0)
G_vac = generator_from_steps(lambda t: collision(vacuum, t))
assert np.allclose([G_vac[1, 1], G_vac[2, 2]], -0.5, atol=1e-4)

# finite-time decay by many successive collisions
time = 2.0
left = np.linalg.matrix_power(collision(ideal, 1e-3), 2000)
assert abs(left[1, 1] - np.exp(-fast * time)) < 5e-3   # step error of order tau
assert abs(left[2, 2] - np.exp(-slow * time)) < 5e-3

# ---- arbitrary squeezing phase -------------------------------------------
phi = 1.1
turned = field_state(r, phase=phi)
assert abs(moments(turned)[1] - M * np.exp(1j * phi)) < 1e-9
G_phi = generator_from_steps(lambda t: collision(turned, t))
assert np.allclose(G_phi, master_generator(N, M * np.exp(1j * phi)), atol=1e-4)
for theta, rate in ((phi / 2, fast), (phi / 2 + np.pi / 2, slow)):
    quad = s * np.exp(-1j * theta) + sd * np.exp(1j * theta)
    row = np.array([0.5 * np.trace(quad @ p).real for p in PAULI])
    assert np.allclose(row @ G_phi, -rate * row, atol=1e-4)

# ---- noise picture: classical kicks with the field's quadrature noise ------
x, p = b + bd, -1j * (b - bd)
Sx = np.trace(ideal @ x @ x).real
Sp = np.trace(ideal @ p @ p).real


def comm(a, c):
    return a @ c - c @ a


G_noise = bloch_matrix(lambda rho: -(Sx * comm(PAULI[2], comm(PAULI[2], rho))
                       + Sp * comm(PAULI[1], comm(PAULI[1], rho))) / 8)
difference = G - G_noise
pull = np.zeros((4, 4))
pull[3, 0] = -1.0
assert np.allclose(difference, pull, atol=1e-4)

# ---- squeezed thermal light with |M| < N: no slowing ----------------------
warm = field_state(0.2, thermal=0.3)
N_w, M_w = moments(warm)
M_w = M_w.real
G_w = generator_from_steps(lambda t: collision(warm, t))
slow_w = N_w + 0.5 - M_w
assert M_w < N_w and abs(G_w[2, 2] + slow_w) < 1e-4 and -G_w[2, 2] > 0.5
assert abs(G_w[1, 1] * G_w[2, 2]
           - (0.25 + N_w * (N_w + 1) - M_w ** 2)) < 1e-3

# ---- squeezing of only a fraction eta of the dipole mode ------------------
eta = 0.5
G_eta = generator_from_steps(lambda t: collision(vacuum, t, 1 - eta)
                             @ collision(ideal, t, eta))
slow_eta = 0.5 - eta * (M - N)
assert abs(G_eta[2, 2] + slow_eta) < 1e-4


# ---- bound on |M| from complete positivity --------------------------------
def lowest_choi(m):
    R = expm(0.01 * master_generator(N, m))
    choi = sum(0.5 * R[i, j] * np.kron(PAULI[j].T, PAULI[i])
               for i in range(4) for j in range(4))
    return np.linalg.eigvalsh(choi)[0]


assert lowest_choi(M) > -1e-10 and lowest_choi(1.05 * M) < -1e-5


# ---- detuning between atom and squeezing carrier --------------------------
def slow_detuned(delta):
    block = master_generator(N, M, delta)[1:3, 1:3]
    return np.sort(-np.linalg.eigvals(block).real)[0]


delta_max = np.sqrt(M ** 2 - N ** 2)
delta_ex = 0.3
slow_delta = N + 0.5 - np.sqrt(M ** 2 - delta_ex ** 2)
assert abs(slow_detuned(delta_ex) - slow_delta) < 1e-10
assert abs(delta_max - np.sqrt(N)) < 1e-12
assert slow_detuned(0.95 * delta_max) < 0.5 < slow_detuned(1.05 * delta_max)


# ---- finite bandwidth: parametric oscillator whose output drives the atom --
def cascaded_rates(kappa, levels=10):
    root = np.exp(-r)                            # amplitude squeezing at centre
    eps = 0.5 * kappa * (1 - root) / (1 + root)
    a1 = np.diag(np.sqrt(np.arange(1, levels)), 1)
    a = np.kron(np.eye(2), a1)
    ad = a.conj().T
    source = np.sqrt(kappa) * a
    atom = np.kron(s, np.eye(levels))
    h = 0.5j * eps * (ad @ ad - a @ a)
    h = h - 0.5j * (atom.conj().T @ source - source.conj().T @ atom)
    c = source + atom
    cc = c.conj().T @ c
    one = np.eye(2 * levels)
    liou = (-1j * (np.kron(h, one) - np.kron(one, h.T)) + np.kron(c, c.conj())
            - 0.5 * (np.kron(cc, one) + np.kron(one, cc.T)))
    return np.sort(-np.linalg.eigvals(liou).real)[1:4]


kappas = (10.0, 100.0, 1000.0)
band = [cascaded_rates(k) for k in kappas]
errors = [abs(rates[0] - slow) for rates in band]
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01
# remaining deviation is the finite memory time, of order Gamma/kappa
assert np.allclose(band[2], [slow, fast, 2 * N + 1], atol=0.02)

# ---- printed numbers -------------------------------------------------------
gamma_au = 1e-9
ns = physical_constants['atomic unit of time'][0] * 1e9 / gamma_au
print(f"Gamma = {gamma_au:.1e} atomic units")
print(f"N = {N:.4f} (dimensionless)")
print(f"M, ideal squeezing = {M:.4f} (dimensionless)")
print(f"squeezing parameter r = {r:.4f} (dimensionless)")
print(f"noise strength S_x = {Sx:.4f} (vacuum = 1)")
print(f"noise strength S_p = {Sp:.4f} (vacuum = 1)")
print(f"fast dipole rate, formula = {fast:.4f} Gamma")
print(f"fast dipole rate, collisions = {-G[1, 1]:.4f} Gamma")
print(f"slow dipole rate, formula = {slow:.4f} Gamma")
print(f"slow dipole rate, collisions = {-G[2, 2]:.4f} Gamma")
print(f"vacuum dipole rate, collisions = {-G_vac[1, 1]:.4f} Gamma")
print(f"inversion rate, collisions = {-G[3, 3]:.4f} Gamma")
print(f"slow rate / vacuum rate = {slow / 0.5:.4f}")
print(f"fast dipole lifetime = {ns / fast:.2f} ns")
print(f"vacuum dipole lifetime = {ns / 0.5:.2f} ns")
print(f"slow dipole lifetime = {ns / slow:.2f} ns")
print(f"time for remaining fractions = {time:.1f} /Gamma")
print(f"fraction left, fast = {np.exp(-fast * time):.4f}")
print(f"fraction left, vacuum = {np.exp(-0.5 * time):.4f}")
print(f"fraction left, slow = {np.exp(-slow * time):.4f}")
print("thermal squeezed case: r = 0.2, thermal number = 0.3")
print(f"  N = {N_w:.4f}, M = {M_w:.4f} (dimensionless)")
print(f"  slower dipole rate, formula = {slow_w:.4f} Gamma")
print(f"  slower dipole rate, collisions = {-G_w[2, 2]:.4f} Gamma")
print(f"squeezed fraction eta = {eta:.2f}")
print(f"  slow rate, formula = {slow_eta:.4f} Gamma")
print(f"  slow rate, collisions = {-G_eta[2, 2]:.4f} Gamma")
print(f"detuning example = {delta_ex:.2f} Gamma")
print(f"  slow rate = {slow_delta:.4f} Gamma")
print(f"largest detuning with slowing = {delta_max:.4f} Gamma")
print("parametric-oscillator source, cavity decay rate kappa:")
for k, rates in zip(kappas, band):
    print(f"  kappa = {k:.0f} Gamma: slow rate = {rates[0]:.4f} Gamma")
print(f"  fast rate at largest kappa = {band[2][1]:.4f} Gamma")
print("tests ok")
```

Printed output:

```
Gamma = 1.0e-09 atomic units
N = 0.2500 (dimensionless)
M, ideal squeezing = 0.5590 (dimensionless)
squeezing parameter r = 0.4812 (dimensionless)
noise strength S_x = 2.6180 (vacuum = 1)
noise strength S_p = 0.3820 (vacuum = 1)
fast dipole rate, formula = 1.3090 Gamma
fast dipole rate, collisions = 1.3090 Gamma
slow dipole rate, formula = 0.1910 Gamma
slow dipole rate, collisions = 0.1910 Gamma
vacuum dipole rate, collisions = 0.5000 Gamma
inversion rate, collisions = 1.5000 Gamma
slow rate / vacuum rate = 0.3820
fast dipole lifetime = 18.48 ns
vacuum dipole lifetime = 48.38 ns
slow dipole lifetime = 126.65 ns
time for remaining fractions = 2.0 /Gamma
fraction left, fast = 0.0729
fraction left, vacuum = 0.3679
fraction left, slow = 0.6825
thermal squeezed case: r = 0.2, thermal number = 0.3
  N = 0.3649, M = 0.3286 (dimensionless)
  slower dipole rate, formula = 0.5363 Gamma
  slower dipole rate, collisions = 0.5363 Gamma
squeezed fraction eta = 0.50
  slow rate, formula = 0.3455 Gamma
  slow rate, collisions = 0.3455 Gamma
detuning example = 0.30 Gamma
  slow rate = 0.2783 Gamma
largest detuning with slowing = 0.5000 Gamma
parametric-oscillator source, cavity decay rate kappa:
  kappa = 10 Gamma: slow rate = 0.2246 Gamma
  kappa = 100 Gamma: slow rate = 0.1949 Gamma
  kappa = 1000 Gamma: slow rate = 0.1914 Gamma
  fast rate at largest kappa = 1.3084 Gamma
tests ok
```
